# Why shadowing roughens a growing film but smooths an etched surface

**Q.** I deposit films and etch surfaces in the same kind of low-pressure plasma. I am told that shadowing roughens the films and smooths the etched surfaces. How can one flux do both?

**A.** A crest sees more open sky than a trough and receives more particles. In deposition the extra particles push the crest outward, away from the trough level. In etching they remove material from the crest and bring it down toward the trough level. The flux contrast is the same, but the direction in which the surface moves is reversed.

**Q.** What must I assume to turn that into an equation?

**A.** Take parallel ridges of height \(z=h(x)\) with period \(L\), symmetric crests of equal height and no overhangs. The sky sends particles with the same intensity \(I\) from every direction in the upper hemisphere. Each particle sticks, or reacts, at its first hit, and adds or removes a fixed volume \(w\). Nothing is re-emitted, and deposited atoms do not migrate. Gas collisions inside the relief are neglected.

Let \(s=dh/dx\). The upward unit normal is \(\mathbf n=(-s,0,1)/\sqrt{1+s^2}\). If \(\boldsymbol\omega\) is the unit vector toward a piece of sky, the surface moves along its normal at speed
\[
V_n=wI\int_{\rm open}\mathbf n\cdot\boldsymbol\omega\,d\Omega .
\]
At fixed \(x\), a normal displacement appears as a vertical one longer by \(\sqrt{1+s^2}\). This cancels the root in \(\mathbf n\), so the vertical speed is
\[
V_n\sqrt{1+s^2}=wI\int_{\rm open}(\omega_z-s\,\omega_x)\,d\Omega .
\]
For a flat open surface the integral of \(\omega_z\) over the hemisphere is \(\pi\), and the speed is \(v=\pi wI\). I therefore write
\[
\frac{\partial h}{\partial t}=\pm vG,\qquad
G=\frac1\pi\int_{\rm open}(\omega_z-s\,\omega_x)\,d\Omega ,
\]
with plus for deposition and minus for etching.

**Q.** How do the neighbouring ridges enter \(G\)?

**A.** Through the horizon. Let \(b_R\) and \(b_L\) be its elevation angles to the right and left, measured from the horizontal and including the local slope itself. Write
\[
\boldsymbol\omega=(\cos\eta\cos\psi,\ \sin\eta,\ \cos\eta\sin\psi),\qquad d\Omega=\cos\eta\,d\eta\,d\psi ,
\]
where \(\eta\) tilts the ray along the ridges and \(\psi\) is its elevation in the cross-section. The profile does not change along the ridges, so blocking depends on \(\psi\) alone. The open range is \(b_R<\psi<\pi-b_L\). Since \(\int_{-\pi/2}^{\pi/2}\cos^2\eta\,d\eta=\pi/2\),
\[
\begin{aligned}
G&=\tfrac12\int_{b_R}^{\pi-b_L}(\sin\psi-s\cos\psi)\,d\psi
=\tfrac12\big[-\cos\psi-s\sin\psi\big]_{b_R}^{\pi-b_L}\\
&=\tfrac12\big[\cos b_R+\cos b_L+s(\sin b_R-\sin b_L)\big].
\end{aligned}
\]
At a smooth crest, \(s=b_R=b_L=0\), so \(G=1\). At the trough, \(s=0\) and both horizons stand at the same elevation \(b\), so \(G=\cos b\). Where the slope vanishes, a sideways shift does not change the height to first order; the extreme heights therefore move at these vertical speeds. The crest-to-trough height \(H\) obeys
\[
\frac{dH}{dt}=\pm v(1-\cos b).
\]
Since \(b>0\) at the trough, \(H\) grows in deposition and falls in etching.

**Q.** So in deposition the crests shoot up ahead of the film?

**A.** Not ahead of its mean height. Every particle that crosses a horizontal plane just above the crests ends on the surface below. One period therefore gains volume at the rate \(vL\) per unit ridge length, whatever its shape, and the average of \(G\) over a period is 1. The crest also has \(G=1\), so it keeps pace with the mean while the trough lags. In etching, as long as the crests are smooth, crest and mean recede together and the trough recedes more slowly.

**Q.** If the troughs are below average and the crests are average, where is \(G\) above average?

**A.** On the upper flanks. Consider a flank point rising to the right, high enough that its left horizon is nearly at zero and its right horizon is its own tangent, \(\tan b_R=s\). Then
\[
\cos b_R+s\sin b_R=\frac{1+s^2}{\sqrt{1+s^2}}=\sqrt{1+s^2},
\qquad G\simeq\tfrac12\big(1+\sqrt{1+s^2}\big)>1 .
\]
The flux per true area, \(G/\sqrt{1+s^2}\), is still below the crest value. The vertical speed is larger because a sloping surface moving along its normal covers more vertical distance. In deposition this widens the crests.

**Q.** Is this an instability, with a growth rate I could assign to each wavelength?

**A.** Not in the usual linear sense. Take \(h=(H/2)\cos kx\), with \(k=2\pi/L\). At a distance \(u/k\) from the trough the surface has risen by \((H/2)(1-\cos u)\). The horizon is the steepest line of sight:
\[
\tan b=\frac{kH}{2}\,c,\qquad c=\max_u\frac{1-\cos u}{u}.
\]
Setting the derivative to zero gives \(u\sin u=1-\cos u\). Its root, found numerically, is \(u=2.331\), and \(c=0.7246\). For small slopes \(1-\cos b\simeq b^2/2\simeq\tan^2b/2\), hence
\[
\frac{dH}{dt}\simeq\pm\alpha H^2,\qquad \alpha=\frac{vc^2k^2}{8}=0.0656\,vk^2 .
\]
This is the initial rate for a sinusoid; the coefficient changes as the profile changes. The relative rate \(\alpha H\) vanishes with the bump height. If another process smooths the same sinusoid at a linear rate \(r\), deposition gives \(dH/dt\simeq\alpha H^2-rH\), and the bump initially grows only if \(H>r/\alpha\). Shadowing thus needs some relief to work on.

In the opposite limit of a deep, narrow valley, \(b\) approaches \(90^\circ\) and \(dH/dt\) approaches \(\pm v\). The trough is then almost starved while the crest moves at full speed.

**Q.** Give me numbers for a surface I could measure.

**A.** Let \(L=100\) nm, \(H=20\) nm and \(v=1\) nm/s. Then \(kH/2=0.628\), which is also the steepest slope, and
\[
\tan b=0.628\times0.7246=0.455,\qquad b=24.5^\circ .
\]
The trough has \(G=\cos b=0.910\), against 1 at the crest. The initial rate is
\[
\left|\frac{dH}{dt}\right|=1\ \text{nm/s}\times(1-0.910)=0.090\ \text{nm/s}.
\]
The small-slope formula gives 0.104 nm/s, about 15% above this value, because the slopes are not small. At \(H=2\) nm the same formula gives a hundred times less, about 0.001 nm/s.

The largest \(G\) is 1.055, at 19.5 nm from the crest. The flux per true area there is 0.908 of the open flat value, slightly less than at the trough. The crest has the largest flux, but the trough need not have the smallest: a steep flank loses sky by being tilted.

**Q.** What happens after 10 nm has been deposited or removed?

**A.** I followed 240 points per period numerically, moving each along its local normal and recomputing the horizons as the profile changed. With 10 nm deposited, \(H\) rises from 20.00 to 20.96 nm. With 10 nm removed, it falls to 19.16 nm. The root-mean-square roughness starts at 7.07 nm and becomes 7.43 nm in deposition and 6.72 nm in etching, changes of about 5% either way. In both runs the crest stays 10.00 nm from the mean height, as particle conservation requires.

Holding the initial rate for 10 s would change \(H\) by 0.90 nm. The actual changes are \(+0.96\) and \(-0.84\) nm. By the height law, the time average of \(1-\cos b\) was therefore 0.096 in deposition and 0.084 in etching. The trough horizon was on average higher than at the start in the first run and lower in the second. Two effects act together here. The changed \(H\) alters the horizon, and motion along the normal narrows the valleys in deposition and widens them in etching, which would happen even under a uniform flux. The runs do not separate the two.

**Q.** How do I know that shadowing is responsible, and not just motion along the normal?

**A.** Remove the shadowing and keep the normal motion. If every unit of true area receives the same flux, smooth crests and troughs both move at \(v\), and \(H\) stays at 20.00 nm. Over the same 10 s (the mean height now moves 10.92 nm, because the true area exceeds the projected area) the roughness falls to 6.98 nm in both processes, because normal motion reshapes the flanks. Compared with this reference, the shadowed flux gives a rougher deposit and a smoother etched surface.

There is also a gradual way to remove the contrast. Let a particle stick with probability \(S\) at each hit and otherwise leave diffusely, with a cosine distribution. Hold the flat-surface speed \(v\) fixed. In units of the open flat flux, the incident flux \(\Gamma\) satisfies
\[
\Gamma(x)=D(x)+(1-S)\int K(x,x')\,\Gamma(x')\,dx' ,
\]
where \(D\) is the direct flux and \(K\) is the cosine-weighted share of the view from \(x\) filled by the surface at \(x'\). Every line of sight ends on sky or surface, so \(D=1-\kappa\), with \(\kappa(x)=\int K\,dx'\). Substitute \(\Gamma=1-d\):
\[
1-d=1-\kappa+(1-S)\kappa-(1-S)\int K d\,dx' ,
\]
\[
d=S\kappa+(1-S)\int K d\,dx' .
\]
The source of the deficit \(d\) is proportional to \(S\), so the deficit vanishes as \(S\to0\): under an isotropic sky, particles that bounce many times even out the flux. At a smooth crest \(\kappa=0\) and \(d=0\), so the height now changes at \(\pm v\,d_{\rm trough}\).

Solving the equation with 401 surface elements gives trough deficits of 0.090, 0.048, 0.010 and 0.001 for \(S=1\), 0.5, 0.1 and 0.01.

**Q.** Etching often leaves sharp crests, and deposition leaves sharp valleys. Does the argument survive?

**A.** It does for symmetric ridges. Just beside a V-shaped trough the two horizons are equal, so the slope term in \(G\) cancels and \(G=\cos b\) remains. Just beside a sharp crest with flank slopes \(\pm s\), one horizon is flat and the other is the tangent, giving \(G=\tfrac12(1+\sqrt{1+s^2})\), as on the upper flank.

For triangular ridges with \(s=0.4\), the trough has \(G\simeq0.93\) and the crest 1.04. Etching therefore lowers a sharp crest faster than \(v\). This extra part comes from normal motion, not from a larger sky. In deposition a sharp crest acquires a rounded cap whose level top has \(G=1\).

The height function itself fails when growing crests lean over the valley. One must then follow the full contour, including any void that closes.

**Q.** My bumps are not ridges, and they are not equally tall.

**A.** For bumps in two dimensions, let the horizon elevation \(b(\varphi)\) depend on azimuth. At a level point, with \(\theta\) measured from the vertical,
\[
G=\frac1\pi\int_0^{2\pi}d\varphi\int_0^{\pi/2-b(\varphi)}\cos\theta\sin\theta\,d\theta
=\frac1{2\pi}\int_0^{2\pi}\cos^2b(\varphi)\,d\varphi .
\]
The inner integral is \(\tfrac12\sin^2(\pi/2-b)=\tfrac12\cos^2b\). For the egg-crate surface \(h=(H/4)(\cos kx+\cos ky)\), with the same \(H\) and \(L\), numerical averaging gives \(G=0.931\) at the trough. The deficit is 0.069 instead of 0.090.

Unequal crests compete. If every second ridge is lowered by adding \((5\ \text{nm})\cos(kx/2)\) to the profile, the lower crests stand 10 nm below their neighbours and have \(G=0.995\). In deposition they fall further behind; in etching the taller crests recede faster and the difference shrinks. A small bump beside a tall one can therefore lose ground during deposition.

**Q.** How close is this to a real process?

**A.** For deposition, compare it with sputtered tungsten on a cold substrate at 350 K in 30 mTorr of argon. That pressure is toward the high end for sputtering, and the chosen relief is steep. Metal atoms stick with probability near one. With a rough collision cross-section \(\sigma=0.4\) nm² and metal-to-gas mass ratio 4.6, the mean free path \(1/(n\sigma\sqrt{1+4.6})\), with gas density \(n=p/k_BT\), is about 1.3 mm. This is over ten thousand times \(L\), so collisions inside the relief are negligible.

An atom is buried after about 0.25 s. With hop length \(a=0.25\) nm, attempt rate \(\nu=10^{13}\) s⁻¹ and a rough barrier \(E=0.9\) eV, its migration distance \(a\sqrt{\nu\tau e^{-E/k_BT}}\), where \(\tau\) is the burial time, is about 0.13 nm. This is an upper estimate for a lone atom, because meeting other atoms or islands can stop it earlier. Even this estimate reaches \(L/4\) only if the barrier is as low as about 0.58 eV. Arrival noise on a patch of side \(L/4\), for an atomic volume of 0.016 nm³, is \(\sqrt{0.016\times10}/25=0.016\) nm, well below the 0.96 nm change in \(H\).

The weaker assumption is isotropy. Atoms that diffuse through gas to an absorbing wall arrive preferentially from above. A standard approximation for isotropic scattering is an intensity proportional to \(2/3+\mu\), where \(\mu\) is the cosine from the vertical. It is only a rough guide here, because a heavy tungsten atom is deflected little in each collision with argon. Its blocked share at azimuth \(\varphi\) is
\[
\frac{\int_0^{\sin b(\varphi)}\mu(2/3+\mu)\,d\mu}{\int_0^1\mu(2/3+\mu)\,d\mu}
=\tfrac12\big[\sin^2b(\varphi)+\sin^3b(\varphi)\big].
\]
For the ridges \(\tan b(\varphi)=\tan b\,|\cos\varphi|\), and the azimuthal average is 0.061. The initial growth of \(H\) drops from 0.090 to 0.061 nm/s, by about a third.

For etching, full reaction at first hit is an idealization. Fluorine atoms on silicon near room temperature, for example, react with a probability well below one. At \(S=0.1\) and the same flat etch speed, smoothing slows from 0.090 to 0.010 nm/s. This figure needs an isotropic sky. If a weakly reacting flux arrives preferentially from above, the trough loses little direct flux and gains what the flanks re-emit, so the sign can reverse. At \(S=0.1\) the trough of these ridges receives about 2% more than the crest for an intensity proportional to \(2/3+\mu\), and about 8% more for a vertical beam that is re-emitted diffusely. Etching then deepens the relief, and deposition flattens it. A vertical ion beam with a fixed yield per ion gives equal vertical speeds everywhere; if its removal simply adds to that of the neutral particles and supplies a fraction \(f\) of the flat-surface speed, the shadowing rate is multiplied by \(1-f\). In ion-enhanced etching the two fluxes act together, and this simple rule need not hold. Angle-dependent sputtering, redeposition and grain structure are outside this model and can change the roughness in either process.
